# Mean-field errors in magnetic ordering temperatures computed from exact exchange constants, part 1

(Sections cited here and not found follow in the second part.)

Suppose exchange constants are extracted from an electronic-structure calculation, converted to an ordering temperature with the mean-field formula, and compared with experiment. If the temperature comes out 40% too high, one may blame the functional, the Hubbard $U$ or the mapping onto a spin model, and tune a parameter until the temperatures agree. The tuning can ruin exchange constants that were correct, because the step from couplings to temperature is a second approximation with its own error. A model whose coupling is exact by construction shows how large that error is.

## The counter-example

Hartree atomic units are used, and $T$ stands for $k_BT$, an energy. The model is
$$H=-J\sum_{\langle ij\rangle}\mathbf s_i\cdot\mathbf s_j ,$$
with classical unit vectors $\mathbf s_i$ in three dimensions on a simple cubic lattice of $N$ sites, $z=6$ nearest neighbours, and each bond counted once. Each spin is integrated with the measure $d\Omega/4\pi$. Let $K=J/T$, $L(x)=\coth x-1/x$, and $T_c=cJ$. A convention that counts each bond twice doubles every $c$ below and leaves their ratios unchanged.

### Mean-field theory gives $2J$

For a normalized trial density $\rho$, write $Z=\langle e^{-H/T-\ln\rho}\rangle_\rho$. Jensen's inequality $\langle e^{X}\rangle\ge e^{\langle X\rangle}$ gives the Gibbs–Bogoliubov bound $F=-T\ln Z\le\langle H\rangle_\rho+T\langle\ln\rho\rangle_\rho$. Mean-field theory minimizes the bound over products of one-spin densities. Take $\rho_i=e^{\lambda\cos\theta_i}/i_0(\lambda)$, where $i_0(\lambda)=\frac12\int_{-1}^1e^{\lambda x}dx=\sinh\lambda/\lambda$. Then $m=\langle\cos\theta\rangle=d\ln i_0/d\lambda=L(\lambda)$. Independent spins have $\langle\mathbf s_i\cdot\mathbf s_j\rangle=m^2$, and there are $z/2$ bonds per site, so
$$f(\lambda)=-\frac z2Jm^2+T\left[\lambda m-\ln i_0(\lambda)\right].$$
The bracket has derivative $m+\lambda m'-m=\lambda m'$, hence $f'=(T\lambda-zJm)\,m'$. Since $m'$ is the variance of $\cos\theta$ and is positive, stationarity requires $\lambda=zKm$, that is
$$m=L(zKm).$$
The partial-fraction form $L(x)=\sum_{n\ge1}2x/(x^2+n^2\pi^2)$ shows that $L(x)/x$ falls monotonically from $\sum_n 2/(n^2\pi^2)=1/3$ to zero. A solution with $m>0$ needs $L(\lambda)/\lambda=1/(zK)$, so it exists exactly when $zK>3$. Near $\lambda=0$, $m\approx\lambda/3$ and $\ln i_0\approx\lambda^2/6$ give $f\approx\frac{\lambda^2}{6}(T-zJ/3)$, so the unpolarized state becomes unstable at that same point:
$$T_{\rm MF}=\frac{zJ}{3}=2J .$$

### What mean-field theory miscounts

Expand the weight of one bond in Legendre polynomials. Orthogonality of the $P_l$ gives
$$e^{K\mathbf s\cdot\mathbf s'}=\sum_l(2l+1)\,i_l(K)\,P_l(\mathbf s\cdot\mathbf s'),\qquad i_l(K)=\tfrac12\int_{-1}^1e^{Kx}P_l(x)\,dx .$$
Because $P_l$ is orthogonal to all powers below $x^l$, $i_l=O(K^l)$. Also $i_1=di_0/dK$, so $u\equiv i_1/i_0=L(K)=K/3-K^3/45+\dots$ The addition theorem for spherical harmonics supplies the rule for integrating out a spin $\mathbf t$:
$$\int\frac{d\Omega_t}{4\pi}P_l(\mathbf s\cdot\mathbf t)P_{l'}(\mathbf t\cdot\mathbf s')=\delta_{ll'}\frac{P_l(\mathbf s\cdot\mathbf s')}{2l+1}.$$

Divide every bond weight by $i_0$ and multiply out. Each term is a set of bonds with labels $l\ge1$. A site touched by a single bond integrates to zero, by the rule with $l'=0$, unless the site carries an inserted spin. In $\langle\mathbf s_0\cdot\mathbf s_j\rangle$ with $j\ne0$, a set without closed loops can therefore end only at $0$ and $j$, so it is one path from $0$ to $j$ that visits no site twice. Together with the factor $\mathbf s_0\cdot\mathbf s_j=P_1$, the rule forces $l=1$ on all $n$ bonds. The bonds give $(3u)^n$, the $n-1$ inner sites give $3^{-(n-1)}$, and the last average $\langle(\mathbf s_0\cdot\mathbf s_j)^2\rangle=1/3$ leaves $u^n$. In $Z$, which has no inserted spins, only the empty set survives when there are no loops.

On an open chain there are no loops, so $\langle\mathbf s_0\cdot\mathbf s_n\rangle=u^n$ exactly. Since $u<1$ at every $T>0$, the chain never orders, while mean-field theory with $z=2$ gives $c=2/3$. Here the couplings are exact and the mean-field answer is wrong in kind.

On the simple cubic lattice the shortest loop has four bonds and costs at least $K^4$, so the path rule is exact through $K^3$. Define $\chi=N^{-1}\sum_{ij}\langle\mathbf s_i\cdot\mathbf s_j\rangle$. The self-avoiding walks of one, two and three steps number $6$, $6\cdot5=30$ and $6\cdot5\cdot5=150$: within three steps a site can be revisited only by an immediate reversal, because a return to the origin needs an even number of steps. Then
$$\chi=1+6u+30u^2+150u^3+O(K^4).$$
Here $6u=2K-\frac{2}{15}K^3$, $30u^2=\frac{10}{3}K^2+O(K^4)$, $150u^3=\frac{50}{9}K^3+\dots$, and $\frac{50}9-\frac2{15}=\frac{250-6}{45}$, so
$$\chi=1+2K+\tfrac{10}{3}K^2+\tfrac{244}{45}K^3+O(K^4).$$
In a weak field $b$ along $z$ the exact response is $m=b\chi/3T$, since the response is $1/T$ times the summed $zz$ correlation, a third of $\chi$ by isotropy. Mean-field theory has $m=(zJm+b)/3T$, which means
$$\chi_{\rm MF}=\frac1{1-2K}=\sum_n6^n(K/3)^n .$$
This counts all $6^n$ walks, $6,36,216$, in place of $6,30,150$. The six extra walks at second order step to a neighbour and back: a spin polarizes its neighbour and is then aligned by that polarization. In the unpolarized state without a field the spin supplies the only preferred direction, so this echo points along the spin itself and exerts no torque on it. It is the Onsager reaction field, and mean-field theory wrongly counts it as an ordering field.

### Two better approximations

The Bethe approximation removes the reversals and ignores loops, which is exact for the sum $\sum_j\langle\mathbf s_0\cdot\mathbf s_j\rangle$ taken from a site deep inside a tree of coordination $z$ (not for the average over all sites of a finite tree, where the boundary sites are a finite fraction). There are $z(z-1)^{n-1}$ paths of length $n$, so $\chi=1+zu/[1-(z-1)u]$, which diverges at $5L(K)=1$. The root is $K=0.6150$, so $c=1.6261$. Diagonalizing the discretized bond kernel numerically gave the same root.

The spherical model keeps all loops and relaxes $|\mathbf s_i|=1$ to the average constraint $\sum_i\langle\mathbf s_i^2\rangle=N$, imposed by adding $\frac\mu2\sum_i\mathbf s_i^2$. With $\mathbf s_{\mathbf q}=N^{-1/2}\sum_i\mathbf s_ie^{i\mathbf q\cdot\mathbf r_i}$ the energy is $\frac12\sum_{\mathbf q}[\mu-J(\mathbf q)]|\mathbf s_{\mathbf q}|^2$, where $J(\mathbf q)=6J\gamma_{\mathbf q}$ and $\gamma_{\mathbf q}=\frac13(\cos q_x+\cos q_y+\cos q_z)$. Equipartition gives $T/[\mu-J(\mathbf q)]$ for each of three components, so
$$1=\frac{3T}{N}\sum_{\mathbf q}\frac1{\mu-J(\mathbf q)} .$$
Stability needs $\mu>6J$. For $N\to\infty$ the sum without the term $\mathbf q=0$ is largest as $\mu\to6J$, where it equals $W/6J$ per site, with $W$ the zone average of $1/(1-\gamma_{\mathbf q})$. Below $T=6J/3W$ the constraint can be met only by a macroscopic weight at $\mathbf q=0$, so $c=2/W$. Writing $1/(1-\gamma)=\int_0^\infty e^{-t(1-\gamma)}dt$ factorizes the zone average, and $\frac1{2\pi}\int_{-\pi}^{\pi}e^{y\cos q}dq=I_0(y)$ gives
$$W=\int_0^\infty e^{-t}I_0(t/3)^3dt=1.516386 ,$$
by quadrature, in agreement with extrapolated lattice sums. Hence $c=1.3189$. Mean-field theory corresponds to $W=1$. Both numbers, $1.63$ and $1.32$, are approximations for the same exact $J$, and neither is used here as a bound.

### The numerical value 1.44

No closed form for $c$ is known, so the model was sampled by Monte Carlo on periodic lattices of side $\ell$, $N=\ell^3$. Given its neighbours, a spin has weight $e^{K\mathbf s\cdot\mathbf h}$ with $\mathbf h$ the sum of the neighbour spins. For $x=\cos\theta$ measured from $\mathbf h$ and $a=K|\mathbf h|$, the probability of exceeding $x$ is $(e^a-e^{ax})/(e^a-e^{-a})$. Setting it equal to a uniform random number $r$ and solving gives the heat-bath move
$$x=1+\frac1a\ln\left[1-r\,(1-e^{-2a})\right],$$
with a uniform azimuth. It was mixed with the move $\mathbf s\to2(\mathbf s\cdot\mathbf h)\mathbf h/h^2-\mathbf s$, a rotation by $\pi$ about $\mathbf h$ that preserves the energy and the measure and is its own inverse, and so leaves the Boltzmann distribution invariant.

The sampler was tested against two exact results and against the truncated series. On a ring of $N$ spins, repeated use of the integration rule leaves $P_l(1)=1$ and $Z=\sum_l(2l+1)i_l^N$, with bond correlation $N^{-1}d\ln Z/dK$; for $N=8$, $K=2$ this is $0.5439$, and the sampled value was $0.5446\pm0.0007$. At $K=0.2$ on $\ell=4$ the sampled $\chi$ was $1.599\pm0.007$, against $1.577$ from the series and $1.667$ from mean-field theory; the excess of $0.022$ over the series is about three standard errors, as it may be for a series cut before $K^4$, and the mean-field value is about ten standard errors away. The third test is an identity. On the unit sphere $g=\mathbf s\cdot\mathbf h$ is an $l=1$ harmonic, so $\nabla^2g=-2g$, and its tangential gradient has $|\nabla g|^2=h^2-g^2$. The integral of the divergence $\nabla\cdot(e^{Kg}\nabla g)$ over the closed sphere vanishes, which gives $K\langle h^2-g^2\rangle-2\langle g\rangle=0$. The sampled left side was zero within two standard errors on every lattice, for example $-0.0015\pm0.0024$ on $\ell=12$.

A finite lattice has no sharp transition, so $T_c$ is located by comparing sizes. Let $S(\mathbf q)=\langle|\mathbf s_{\mathbf q}|^2\rangle$, so that $S(0)=\chi$. The Gaussian result above has the form $S(\mathbf q)=S(0)/[1+4\xi^2\sin^2(q/2)]$ along an axis, which motivates the definition
$$\xi=\frac{\sqrt{S(0)/S(q_{\min})-1}}{2\sin(\pi/\ell)},\qquad q_{\min}=2\pi/\ell .$$
In a paramagnet $\xi$ tends to a constant and $\xi/\ell$ falls as $1/\ell$. In an ordered phase $S(0)=N\langle m^2\rangle\propto\ell^3$, while the transverse modes have energy $\propto q^2$ and $S(q_{\min})\propto\ell^2$, so $\xi/\ell$ grows as $\ell^{1/2}$. The curves for two sizes must cross in between. The finite-size scaling hypothesis, assumed here, says that the crossing converges to $T_c$, where the only length is $\ell$ itself. The ratio $U_4=\langle m^4\rangle/\langle m^2\rangle^2$ serves in the same way; it runs from $15/9$ for a Gaussian three-vector to $1$ for a vector of fixed length.

Short runs bracket the transition. Their entries are uncertain by $0.01$ to $0.02$, so only the rise or fall with size is to be read from them.

| $T/J$ | $\xi/\ell$, $\ell=4$ | $\xi/\ell$, $\ell=8$ | rms $m$, $\ell=4$ | rms $m$, $\ell=8$ |
|---|---|---|---|---|
| 2.000 | 0.25 | 0.11 | 0.30 | 0.10 |
| 1.626 | 0.40 | 0.25 | 0.42 | 0.19 |
| 1.319 | 0.70 | 0.87 | 0.61 | 0.52 |

At the mean-field and Bethe temperatures $\xi/\ell$ falls, and at the spherical one it rises, though by less than the asymptotic factor $\sqrt2$ on such small lattices. The nonzero rms $m$ in the first rows is not order: a paramagnet has $\langle m^2\rangle=\chi/N$, and at $T=2J$ the value drops about threefold when $N$ grows eightfold.

Longer runs at $K_0=0.695$ on $\ell=4,6,8,12$ were moved to nearby $K$ with the exact relation $\langle O\rangle_K=\langle Oe^{(K-K_0)B}\rangle_{K_0}/\langle e^{(K-K_0)B}\rangle_{K_0}$, where $B=\sum_{\langle ij\rangle}\mathbf s_i\cdot\mathbf s_j$; it follows from $e^{KB}=e^{K_0B}e^{(K-K_0)B}$. Errors come from a jackknife over independent groups of replicas. At $K_0$, $\xi/\ell$ is $0.559$, $0.564$, $0.572$, $0.578$, a slow rise, which suggests that $K_0$ lies just on the ordered side. The values of $U_4$, $1.121$, $1.126$, $1.126$, $1.119$, are not monotonic; their errors were not computed, so these numbers do not separate corrections to scaling from statistical scatter. The $\xi/\ell$ crossings lie at $T/J=1.447\pm0.003$ for sizes $(4,8)$ and $1.444\pm0.002$ for $(6,12)$, where $K_c=0.6923$; the $U_4$ crossing for $(6,12)$ lies at $1.443\pm0.003$. The drift of $-0.003$ with size is comparable to the statistical error, so the third decimal is not secure and the result is
$$T_c\approx1.44\,J .$$
With $c=1.444$ as reference, mean-field theory is high by $38.5\%$, the Bethe value high by $12.6\%$, and the spherical value low by $8.7\%$.

The error is one of phase as well as of temperature. At $T=1.626J$ the equation $m=L(6Km)$ gives $m=0.529$, a half-saturated ferromagnet, where the model is a paramagnet. Above $2J$ mean-field theory has $\langle\mathbf s_i\cdot\mathbf s_j\rangle=m^2=0$, and the same holds at $2J$ itself, whereas the sampled neighbour correlation on $\ell=8$ is about $0.19$ there. It grows to about $0.26$ at $1.626J$, where mean-field theory has a similar number, $m^2=0.529^2\approx0.28$, but obtains it from long-range order that the model does not have, and it reaches $0.340$ at $T_c$ on $\ell=12$. About a third of the ground-state energy is thus gained as short-range order before long-range order appears.

With the coupling exact by construction, mean-field theory puts the ordering temperature of the simple cubic model at $2J$, $38.5\%$ above the Monte Carlo value of about $1.44\,J$. It remains to show what refitting $J$ to a measured temperature does to a correct coupling, and to separate coupling errors from solver errors for general pair couplings.
